# Choosing the Time Step in Acid–Quencher Bake Simulations with Strang Splitting

## What goes wrong with a step that is too long

A post-exposure bake is simulated with a method of nominal second order. The time step is halved, and the error should fall by a factor of four. In the stiff example below it falls from 2.87 to 1.87 mol/m³, a factor of about 1.5. The true acid concentration at the place where acid meets quencher is 0.48 mol/m³, so the error is several times the quantity being computed. With the other nesting of the same substeps the error hardly changes at all on halving, and a user who compares the two runs may take the result for converged.

Two settings are at issue: the time step $\tau$, and whether a step begins and ends with diffusion or with reaction. The analysis gives a time $\tau_*$ against which the step must be judged.

## The model behind the setting

Let $a(x,t)$ and $q(x,t)$ be the concentrations of acid and quencher in mol/m³. They diffuse and destroy each other in pairs:

$$a_t=D_a a_{xx}-k\,a\,q,\qquad q_t=D_q q_{xx}-k\,a\,q .$$

Subscripts $t$ and $x$ denote derivatives, $D_a$ and $D_q$ are constant diffusivities, and $k$ is the neutralization rate constant. The domain $0<x<L$ is half a period of a mirror-symmetric line pattern, so no flux crosses either end. Initial data are smooth and nonnegative. Acid loss by other routes and the deprotection reaction are left out.

Splitting treats diffusion and reaction in turn. One step of the form DRD consists of diffusion for $\tau/2$, reaction for $\tau$ and diffusion for $\tau/2$. The form RDR exchanges the roles. Both are Strang splittings. Lie splitting uses one full diffusion step followed by one full reaction step.

## The two substeps

**Reaction.** Without diffusion both species lose the same amount, so $d=a-q$ is constant in each cell. Let $s=|d|$, let $r(t)$ be the concentration of the minority species and let $m=r(0)$. The majority concentration is $r+s$, hence $\dot r=-k\,r(r+s)$. For $s>0$, partial fractions give

$$\frac{1}{r(r+s)}=\frac1s\left(\frac1r-\frac1{r+s}\right)
\quad\Rightarrow\quad
\frac{r}{r+s}=\frac{m}{m+s}\,E,\qquad E=e^{-kst}.$$

Multiplying out, $r(m+s)=mE(r+s)$, so $r\,[s+m(1-E)]=mEs$. Division by $s$ yields

$$r=\frac{mE}{1+m\varphi},\qquad \varphi=\frac{1-E}{s}.$$

For $s\to0$, $\varphi\to kt$ and $r=m/(1+mkt)$. The new concentrations are $a=r+\max(d,0)$ and $q=r+\max(-d,0)$. The exponent is never positive, so a large $k$ causes no overflow.

As an example take 100 mol/m³ of acid, 40 mol/m³ of quencher, $k=10^{-3}$ m³/(mol s) and 60 s. Then $s=60$ mol/m³, $kst=3.6$, $E=0.0273$ and $1+m\varphi=1.648$. This leaves $r=40\times0.0273/1.648=0.663$ mol/m³ of quencher and 60.663 mol/m³ of acid.

**Diffusion.** Divide the domain into $N$ cells of width $h=L/N$ and use the standard second difference. At a wall, the missing neighbour is given the value of the end cell, which sets the flux to zero. The vectors $v_i=\cos[\theta(i+\tfrac12)]$ with $\theta=j\pi/N$ and $i=0,\dots,N-1$ satisfy this condition at both ends, and

$$\frac{v_{i+1}-2v_i+v_{i-1}}{h^2}=\frac{2(\cos\theta-1)}{h^2}v_i=-\lambda_j v_i,\qquad
\lambda_j=\frac{4}{h^2}\sin^2\frac{j\pi}{2N}.$$

Each cosine component is therefore multiplied by $e^{-D\lambda_j t}$, with $D$ the diffusivity of the species concerned. The off-diagonal elements of the difference matrix are nonnegative, so its exponential has nonnegative elements. Its column sums vanish, so the total amount is conserved.

## Why the order is two when the kinetics are resolved

Write $u=(a,q)$, let $\mathcal L u$ be the diffusion term and $R(u)$ the reaction term, and let $R'w$ be the derivative of $R$ at $u$ in the direction $w$. Since $u_t=\mathcal Lu+R$, a second time derivative gives the exact expansion

$$u+\tau(\mathcal Lu+R)+\frac{\tau^2}{2}\left(\mathcal L^2u+\mathcal LR+R'\mathcal Lu+R'R\right)+O(\tau^3).$$

For DRD the first half step produces $v=u+\frac\tau2\mathcal Lu+\frac{\tau^2}{8}\mathcal L^2u$ through second order. The reaction adds $\tau R(v)+\frac{\tau^2}{2}R'R$, where $R(v)=R+\frac\tau2R'\mathcal Lu$ to the order needed. The result is

$$w=u+\tau\left(\tfrac12\mathcal Lu+R\right)+\tau^2\left(\tfrac18\mathcal L^2u+\tfrac12R'\mathcal Lu+\tfrac12R'R\right).$$

The last half step adds $\frac\tau2\mathcal Lw+\frac{\tau^2}{8}\mathcal L^2w$. Its second-order part is $\tau^2(\frac14\mathcal L^2u+\frac12\mathcal LR+\frac18\mathcal L^2u)$. The coefficients of $\mathcal L^2u$ sum to $\frac18+\frac14+\frac18=\frac12$, and the other three terms also have coefficient $\frac12$. The exact expansion is matched, and one step has an error $O(\tau^3)$. For RDR the same calculation gives the sum $\frac18+\frac14+\frac18$ for $R'R$ instead.

Lie splitting produces $\tau^2R'\mathcal Lu$ where the exact flow has $\frac{\tau^2}{2}(R'\mathcal Lu+\mathcal LR)$. Its one-step error is $O(\tau^2)$ and its global order is one.

The walls do not spoil the expansion. Reflection extends $a$ and $q$ as even functions, and their product is even too, so the reaction term respects the zero-flux condition.

**Accumulation of errors.** Consider two nonnegative solutions $(a,q)$ and $(\tilde a,\tilde q)$ with differences $\delta a$ and $\delta q$. Because $aq-\tilde a\tilde q=q\,\delta a+\tilde a\,\delta q$, the reaction gives

$$\frac{d}{dt}\left(|\delta a|+|\delta q|\right)=-k\,(q\,\delta a+\tilde a\,\delta q)\,(\operatorname{sgn}\delta a+\operatorname{sgn}\delta q).$$

For opposite signs the right side is zero; for equal signs it is not positive. If one difference vanishes, its growth is cancelled by the decrease of the other. Diffusion, having nonnegative elements and conserving the total, does not increase the sum of absolute differences either. One-step errors of size $C\tau^3$ thus add without amplification over $T/\tau$ steps, and the integrated error is at most $CT\tau^2$, for any $k$.

In the maximum norm, errors can grow by at most a factor $e^{kMT}$ when concentrations stay below $M$, so the order is again two at fixed $k$. The constant $C$ contains $k$ and spatial derivatives of the solution. A large $k$ makes $C$ large. The method remains stable; the expansion is what loses its use.

## A resolved example

Take round parameters: $L=50$ nm, a bake of $T=60$ s, initial acid $50[1+\cos(\pi x/L)]$ mol/m³, uniform quencher of 40 mol/m³, $D_a=2\times10^{-18}$ m²/s, $D_q=0.5\times10^{-18}$ m²/s and $k=10^{-3}$ m³/(mol s). The reference is an unsplit integration of the same 64-cell equations by a high-order Runge–Kutta method with tolerances of $10^{-11}$. Errors are the largest over all cells and both species at the end of the bake. Spatial discretization error is common to both calculations and does not appear.

| $\tau$ (s) | DRD error (mol/m³) | Lie error (mol/m³) |
|---|---|---|
| 4 | 0.0107 | 0.389 |
| 2 | 0.00268 | 0.193 |
| 1 | 0.000670 | 0.0960 |
| 0.25 | 0.0000419 | 0.0239 |

From 2 s to 1 s the DRD error falls by $0.00268/0.000670=4.0$, and the Lie error by 2.0. DRD with a step of 4 s is more accurate here than Lie splitting with 0.25 s.

The error of a single step approaches its cubic law more slowly. Its exponent is 2.82 between 2 s and 1 s, and 2.975 between 0.25 s and 0.125 s. The next term in the one-step expansion is relatively smaller by a factor proportional to $\tau$.

## The limit of instantaneous neutralization

Now let $D_a=D_q=D=2\times10^{-18}$ m²/s and $k\to\infty$. Subtracting the two equations removes the reaction, and $d=a-q$ obeys $d_t=Dd_{xx}$. Acid and quencher cannot coexist in this limit, so

$$a=\max(d,0),\qquad q=\max(-d,0).$$

The initial difference is $10+50\cos(\pi x/L)$ mol/m³. The cosine decays by $\exp(-D\pi^2T/L^2)=e^{-0.474}=0.623$, leaving $d=10+31.1\cos(\pi x/L)$. The front, where $d=0$, lies at $x_f=30.2$ nm. The slope magnitude there is $g=|d_x|=1.85\times10^9$ mol/m⁴.

Both substeps treat $d$ correctly, so DRD carries no accumulated error in $d$. Its last reaction produces $\max(d,0)$ at time $T-\tau/2$, a profile with a kink. The last half step of diffusion then smears the kink and lets acid and quencher overlap.

Close to the front the acid is a ramp $g\,y$ for $y>0$ and zero for $y<0$, where $y=x_f-x$. Diffusion for a time $\sigma$ gives at the kink

$$\int_0^\infty g\,y\,\frac{e^{-y^2/4D\sigma}}{\sqrt{4\pi D\sigma}}\,dy
=\frac{2gD\sigma}{\sqrt{4\pi D\sigma}}=g\sqrt{\frac{D\sigma}{\pi}} .$$

The smeared ramp has a slope between 0 and $g$, so its excess over the sharp ramp rises up to the kink and falls beyond it. The maximum is at the kink. With $\sigma=\tau/2$,

$$\text{maximum error}\simeq g\sqrt{\frac{D\tau}{2\pi}} .$$

Curvature and motion of the front contribute corrections of higher order in $\tau$. The order in the maximum norm is one half.

The integrated error follows from conservation. The last half step keeps the total acid at its value at $T-\tau/2$, while the true total continues to fall at the rate

$$-\frac{d}{dt}\int_0^{x_f}d\,dx=-D\,d_x(x_f)=gD .$$

The moving endpoint contributes nothing because $d=0$ there, and the wall contributes nothing because its flux is zero. The smeared acid is nowhere below the true acid: diffusing $\max(d,0)$ gives at least zero and at least the diffused $d$. The integrated absolute error is therefore $gD\tau/2$ to leading order, which is order one.

For $\tau=1$ s the maximum should be $1.8525\times10^9\times\sqrt{2\times10^{-18}/(2\pi)}=1.045$ mol/m³. The table compares the laws with DRD runs on 4096 cells, in which $k=10^9$ m³/(mol s) stands for the limit.

| $\tau$ (s) | maximum, run / law (mol/m³) | integral, run / law ($10^{-9}$ mol/m²) |
|---|---|---|
| 4 | 2.10 / 2.09 | 7.48 / 7.41 |
| 1 | 1.045 / 1.045 | 1.857 / 1.853 |
| 0.25 | 0.521 / 0.523 | 0.463 / 0.463 |

A step sixteen times shorter reduces the maximum error by a factor of four.

In this same limit RDR ends with a reaction applied to a correct $d$ and returns $\max(d,0)$ without splitting error. This advantage rests on equal diffusivities.

## Large but finite rates: the time that matters

For finite $k$ the species overlap in a layer around the front. If the front changes slowly compared with the layer, the layer is nearly stationary and $Da_{xx}=kaq$. Let $z=x-x_f$, so that $a-q=-gz$ and $q=a+gz$. Set $z=\delta\eta$ and $a=g\delta\,\alpha(\eta)$. The diffusion term scales as $Dg/\delta$ and the reaction term as $kg^2\delta^2$. Equating them gives

$$\delta=\left(\frac{D}{kg}\right)^{1/3},\qquad \alpha''=\alpha(\alpha+\eta),\qquad
\tau_*=\frac{\delta^2}{D}=\frac{1}{kg\delta}.$$

The scaled equation contains no parameters, so the acid at the front is a fixed number times $g\delta$ and varies as $k^{-1/3}$. The time $\tau_*$ is both the diffusion time across the layer and the reaction time within it. A step resolves neutralization when it is short compared with $\tau_*$.

For $k=10$ m³/(mol s) and the same $D$ and $g$, $\delta=0.476$ nm and $\tau_*=0.113$ s. An unsplit stiff integration on 800 cells gives 0.48 mol/m³ of acid at the front, which is $0.55\,g\delta$. Reducing $k$ by a factor of eight doubles this value, as the scaling requires.

The splitting errors against that integration, again the largest over cells and species at 60 s, are as follows.

| $\tau$ (s) | DRD (mol/m³) | RDR (mol/m³) |
|---|---|---|
| 10 | 2.87 | 0.458 |
| 5 | 1.87 | 0.440 |
| 2.5 | 1.18 | 0.403 |
| 0.625 | 0.358 | 0.229 |
| 0.156 | 0.0489 | 0.0401 |
| 0.0391 | 0.00349 | 0.00296 |
| 0.00977 | 0.000220 | 0.000188 |

The coarse DRD errors follow from the previous section. Smearing at $\tau=10$ s creates $g\sqrt{D\tau/2\pi}=3.3$ mol/m³ at the front, where the true value is 0.48 mol/m³. The difference, 2.8 mol/m³, is close to the computed 2.87 mol/m³. Subtracting a fixed overlap from a square-root law also explains why the observed order between 10 s and 5 s is 0.62 and not one half.

RDR errs in the other direction. Its last half reaction leaves, where $d=0$, an acid concentration $m/(1+mk\tau/2)$, which is below $2/(k\tau)$. At $\tau=10$ s this bound is 0.02 mol/m³. Nearly all of the true overlap is missing, and the error stays near 0.46 mol/m³. Between 10 s and 5 s the observed order is 0.06.

Once $\tau$ falls below $\tau_*$ both forms recover. In the last halving, from 0.0195 s to 0.00977 s, the order is 2.00 for each. The loss of order at fixed $k$ is thus a property of coarse steps, while in the instantaneous limit $\tau_*$ vanishes and there is no resolved range to reach.

These figures concern the end of the bake. At the start, acid is exposed to 40 mol/m³ of quencher and is consumed where it is scarce in about $1/(10\times40)=0.0025$ s, which none of the listed steps resolves. For equal diffusivities this early error is forgotten. Two solutions with the same $d$ differ by a common amount $e=\delta a=\delta q$, and $e_t=De_{xx}-k(q+\tilde a)e$, which damps $e$ wherever either species is present.

## Unequal diffusivities

If $D_a\ne D_q$, then $d_t=D_aa_{xx}-D_qq_{xx}$. The difference no longer evolves independently of the reaction, and splitting can displace the front itself. With $D_q$ lowered to $0.5\times10^{-18}$ m²/s and $k=10$ m³/(mol s), the DRD errors at steps of 10, 2.5 and 0.625 s are 5.67, 2.60 and 0.90 mol/m³. The mean order is 0.66. The order loss persists, and the errors are about 2.0 to 2.5 times those for equal diffusivities at the same steps. The square-root law with its coefficient, the plateau estimate for RDR and the forgetting of the initial transient were derived for equal diffusivities and should not be carried over.

## Is the rate constant plausible?

Neutralization cannot outrun the encounter of the reactants if they meet by the same diffusion that the model contains. In the steady state, the flux $J$ of partners into a capture sphere of radius $R_c$ is the same through every concentric sphere. With relative diffusivity $D_a+D_q$ and distant number density $n_\infty$,

$$n_\infty=\int_{R_c}^{\infty}\frac{J\,dr}{4\pi(D_a+D_q)r^2}=\frac{J}{4\pi(D_a+D_q)R_c},
\qquad k=4\pi(D_a+D_q)R_cN_A .$$

The Avogadro constant $N_A$ converts to molar units. This is the steady Smoluchowski rate for dilute reactants without long-range attraction. Encounters are faster at first, before the partners close to each capture sphere have been used up.

For $D_a=D_q=2\times10^{-18}$ m²/s and $R_c=1$ nm it gives $k=0.030$ m³/(mol s). The stiff example exceeds this by a factor of about 330. It is a numerical stress case, representing the assumption that neutralization is practically instantaneous. With the encounter-limited rate and the same slope $g$, $\delta=3.3$ nm and $\tau_*=5.4$ s, so steps of one or two seconds are short enough for the front.

This is a statement about solving the continuum equations, not about their validity in a real resist. At the concentration $g\delta=6.1$ mol/m³ the mean molecular spacing $(N_Ag\delta)^{-1/3}$ is 6.5 nm, wider than the layer itself. The concentrations can then only be read as averages along the line, and the rate law $kaq$ neglects correlations between the positions of individual molecules.

## Setting the step

1. Estimate $g$ from the slope of $a-q$ where it crosses zero, and compute $\tau_*=(Dg^2k^2)^{-1/3}$. The formula was derived for equal diffusivities. For diffusivities within a small factor of each other it is a guide to magnitude: use the larger $D$, which gives the shorter time. If the quencher hardly moves, the front advances into a step of $q$, and the slope at the crossing depends on $k$ and is much steeper than the acid slope behind the front. The acid lifetime $1/(kq)$, with $q$ the height of the step, can then be several times shorter than $\tau_*$, and the time step should be judged against it as well.

2. Start with $\tau\approx\tau_*/3$. In the stiff example this is 0.038 s; at the nearest listed step, 0.039 s, the DRD error is 0.7 % of the acid concentration at the front. At $\tau\approx1.4\,\tau_*$ it is 10 %. These percentages hold for equal diffusivities and do not carry over to a slow quencher. The cells must also be narrow compared with $\delta$; there they were 0.0625 nm wide.

3. Judge convergence by the ratio of successive changes over at least three steps, each half the last. A ratio near four indicates second order. A small change alone is not sufficient: on the RDR plateau, halving the step from 10 s to 5 s changes the front acid by about 0.02 mol/m³ while the error is about 0.45 mol/m³.

4. If neutralization is meant to be instantaneous and the diffusivities are equal, choose RDR, or read the DRD result after its last reaction and allow for the half step by which that result is early. If the overlap of acid and quencher matters, neither nesting replaces a resolved step.

5. If $\tau_*$ comes out far shorter than the bake allows, compare $k$ with the encounter-limited rate before paying for the small steps.
